# Kinetic energy density of closed shells and the neon core

## Question

I am trying to understand the core contribution to the kinetic energy density $\tau$ used by meta-GGA functionals in PAW calculations. As practice I took the configuration $1s^22s^22p^6$, calculated for a neon atom with restricted Hartree–Fock, and extracted the radial functions $R_{1s}$, $R_{2s}$ and $R_{2p}$.

My reasoning was that a closed shell is spherical, so its gradient should point along the radius. I therefore used

$$
\tau_{nl}(r)\stackrel{?}{=}\frac{2l+1}{4\pi}\left(\frac{dR_{nl}}{dr}\right)^2 .
$$

Integrating this over space and adding the shells gives 110.194 hartree. The kinetic-energy matrix of the same calculation gives 128.547 hartree. The $s$ shells agree separately, but the $2p$ shell does not.

I have also seen radial kinetic energies written with $u=rR$ and $(du/dr)^2$. Can I use $(du/dr)^2/r^2$ in place of $(dR/dr)^2$ in $\tau$? And how do I show that the corrected $\tau$ must integrate to the kinetic energy?

## Answer

The density of a closed shell is spherical, so the gradient of the *density* is radial. The gradients of the individual orbitals are purely radial only for $l=0$; for $l>0$ they also have angular components. Since $\tau$ adds squared orbital gradients, their angular parts cannot cancel, and they supply the energy you are missing.

### Conventions

I use Hartree atomic units and a nonrelativistic description. The definition is

$$
\tau(\mathbf r)=\frac12\sum_i^{\rm occ}|\nabla\psi_i(\mathbf r)|^2,
$$

where the sum runs over occupied spin orbitals. Some codes leave out the factor $1/2$, so check this before comparing values.

The spatial orbitals are $\psi_{nlm}=R_{nl}(r)Y_{lm}(\theta,\phi)$, with real $R_{nl}$ and

$$
\int_0^\infty R_{nl}^2r^2\,dr=1,\qquad \int |Y_{lm}|^2\,d\Omega=1 .
$$

A closed shell contains all $2l+1$ values of $m$, each with two spins and the same radial function. I drop the labels $nl$ where no confusion can arise, and a prime means $d/dr$.

"Neon core" here means the ten-electron configuration, evaluated in neon itself. In a heavier atom treated nonrelativistically the formula is the same, but the radial functions and the energies differ. If a PAW dataset for neon freezes just $1s^2$, its core $\tau$ contains that shell alone.

### The gradient of one orbital

In spherical coordinates,

$$
\nabla=\hat{\mathbf r}\,\frac{\partial}{\partial r}+\frac1r\nabla_\Omega,
\qquad
\nabla_\Omega=\hat{\boldsymbol\theta}\,\frac{\partial}{\partial\theta}
+\hat{\boldsymbol\phi}\,\frac1{\sin\theta}\frac{\partial}{\partial\phi}.
$$

The radial derivative acts on $R$ and the angular derivative on $Y_{lm}$:

$$
\nabla\psi_{nlm}=\hat{\mathbf r}\,R'Y_{lm}+\frac Rr\nabla_\Omega Y_{lm}.
$$

The two vectors are perpendicular, so the squared magnitude has no cross term:

$$
|\nabla\psi_{nlm}|^2=(R')^2|Y_{lm}|^2+\frac{R^2}{r^2}|\nabla_\Omega Y_{lm}|^2 .
$$

Your expression keeps the first term. The second vanishes for $l=0$, because $Y_{00}$ is constant, which is why your $s$ shells came out right.

### Summing over the shell

We need two angular sums. For the first, a rotation mixes the $2l+1$ functions $Y_{lm}$ through a unitary matrix. This leaves $\sum_m|Y_{lm}|^2$ unchanged, so the sum has the same value in every direction. Its integral over the sphere is $2l+1$, one from each normalized function, and the area of the unit sphere is $4\pi$. Hence

$$
\sum_m|Y_{lm}|^2=\frac{2l+1}{4\pi}.
$$

For the second sum, apply the angular Laplacian $\nabla_\Omega^2$ to this constant. The product rule gives

$$
0=\sum_m\left[Y_{lm}^*\nabla_\Omega^2Y_{lm}
+Y_{lm}\nabla_\Omega^2Y_{lm}^*
+2|\nabla_\Omega Y_{lm}|^2\right].
$$

Spherical harmonics satisfy $\nabla_\Omega^2Y_{lm}=-l(l+1)Y_{lm}$, and so do their complex conjugates. Therefore

$$
0=-2l(l+1)\sum_m|Y_{lm}|^2+2\sum_m|\nabla_\Omega Y_{lm}|^2,
$$

and

$$
\sum_m|\nabla_\Omega Y_{lm}|^2=l(l+1)\frac{2l+1}{4\pi}.
$$

Now insert both sums in the definition of $\tau$. The factor $1/2$ cancels the factor 2 from spin:

$$
\boxed{\tau_{nl}(r)=\frac{2l+1}{4\pi}
\left[(R')^2+\frac{l(l+1)}{r^2}R^2\right]}
$$

The first term measures radial variation. The second is the kinetic energy density of angular motion, usually called the centrifugal term.

The result is spherical because all $2l+1$ values of $m$ are equally occupied; a single orbital with $l>0$ is not enough. Take one doubly occupied $p_z$ orbital, with angular function $\sqrt{3/(4\pi)}\cos\theta$. Its contribution is

$$
\tau_{p_z}=\frac3{4\pi}\left[(R')^2\cos^2\theta+\frac{R^2}{r^2}\sin^2\theta\right].
$$

On the $z$ axis this is purely a derivative term, and in the $xy$ plane it is purely an angular term. Adding $p_x$ and $p_y$ replaces $\cos^2\theta$ by 1 and $\sin^2\theta$ by 2, since the squared direction cosines add to 1. This reproduces the boxed formula for $l=1$.

### What the density gradient misses

The density of one closed shell is

$$
n_{nl}=2\,\frac{2l+1}{4\pi}R^2,\qquad
n_{nl}'=4\,\frac{2l+1}{4\pi}RR'.
$$

Where $R\ne0$, these give

$$
\frac{|\nabla n_{nl}|^2}{8n_{nl}}
=\frac{16\left(\frac{2l+1}{4\pi}\right)^2R^2(R')^2}{16\,\frac{2l+1}{4\pi}R^2}
=\frac{2l+1}{4\pi}(R')^2 .
$$

The left side is the von Weizsäcker kinetic energy density of the shell. It equals your original expression, so the centrifugal term is the part of the shell's $\tau$ that its density gradient does not supply. This identification is for one shell at a time: the von Weizsäcker expression is nonlinear in the density, so its shell values do not in general add to its value for the total density.

### Why the integral is the kinetic energy

Integrate the boxed formula over space. The angular integration gives $4\pi$, so

$$
T_{nl}=4\pi\int_0^\infty\tau_{nl}r^2\,dr
=(2l+1)\int_0^\infty\left[r^2(R')^2+l(l+1)R^2\right]dr .
$$

Compare this with the expectation value of $-\frac12\nabla^2$. Acting on one orbital, the operator gives

$$
-\frac12\nabla^2(RY_{lm})
=-\frac12\left[\frac1{r^2}(r^2R')'-\frac{l(l+1)}{r^2}R\right]Y_{lm}.
$$

Multiply by $RY_{lm}^*$ and integrate with the volume element $r^2\,dr\,d\Omega$:

$$
\left\langle-\tfrac12\nabla^2\right\rangle
=\frac12\int_0^\infty\left[-R(r^2R')'+l(l+1)R^2\right]dr .
$$

Integration by parts changes the first term to

$$
-\int_0^\infty R(r^2R')'\,dr
=-\left[r^2RR'\right]_0^\infty+\int_0^\infty r^2(R')^2\,dr .
$$

The boundary term vanishes at infinity because a bound orbital decays, and at the nucleus because $R$ and $R'$ stay finite while $r^2\to0$. Thus

$$
\left\langle-\tfrac12\nabla^2\right\rangle
=\frac12\int_0^\infty\left[r^2(R')^2+l(l+1)R^2\right]dr .
$$

Multiplying by the $2(2l+1)$ electrons gives $T_{nl}$. The result is the kinetic energy of the occupied orbitals: the Hartree–Fock kinetic energy here, or the noninteracting kinetic energy if the orbitals come from a Kohn–Sham calculation.

### Can $u'$ replace $R'$?

It can in the integral, but not in $\tau$ at a point. Since $R=u/r$,

$$
R'=\frac{u'}r-\frac u{r^2},
\qquad r^2(R')^2=\left(u'-\frac ur\right)^2 .
$$

Expanding the square gives

$$
r^2(R')^2=(u')^2-\frac{2uu'}r+\frac{u^2}{r^2}
=(u')^2-\frac d{dr}\left(\frac{u^2}r\right).
$$

The last term integrates to zero because $u^2/r=rR^2$ vanishes at both ends. Therefore

$$
T_{nl}=(2l+1)\int_0^\infty\left[(u')^2+\frac{l(l+1)}{r^2}u^2\right]dr .
$$

The discarded derivative has zero integral, but it is not zero at each radius. For the neon $1s$ shell at $r=0.1$ bohr, the correct value is $\tau=3865.2$ hartree/bohr³. Replacing $(R')^2$ by $(u')^2/r^2$ gives 3.2 hartree/bohr³. The reason is that $u'=R+rR'$, and at this radius the two terms nearly cancel. A meta-GGA uses $\tau$ point by point, so a correct total energy does not excuse this replacement.

The behaviour at the nucleus is wrong too. For an $s$ orbital with $R(0)\ne0$, $u'\to R(0)$, so $(u')^2/r^2$ diverges as $1/r^2$, whereas $(R')^2$ stays finite.

### Working it out for neon

The orbitals below come from restricted Hartree–Fock with 22 $s$ and 13 $p$ radial Gaussian functions. Values at a single radius are printed with enough digits to follow the arithmetic, but not all of those digits are converged. Near the Hartree–Fock basis limit they shift by up to about 0.2%: the $2p$ terms at 0.1 bohr go from 21.813 and 143.571 to 21.825 and 143.530, the $1s$ term at 0.5 bohr from 1.8635 to about 1.860, the total there from 10.106 to about 10.103, and the value at the $2p$ peak from 39.33 to 39.32. The integrated energies in the table of shells keep the digits shown. Take the $2p$ shell at $r=0.5$ bohr, where

$$
R=-1.862515\ \text{bohr}^{-3/2},\qquad
R'=2.571870\ \text{bohr}^{-5/2}.
$$

The overall sign of $R$ is arbitrary, and both quantities are squared. In hartree/bohr³, the two terms are

$$
\tau_{\rm der}=\frac3{4\pi}(2.571870)^2=1.5791,
$$

$$
\tau_{\rm cen}=\frac3{4\pi}\,\frac{2(1.862515)^2}{(0.5)^2}=6.6252 .
$$

Their sum is 8.2043. Adding 1.8635 from $1s$ and 0.0381 from $2s$ gives a total of 10.106 hartree/bohr³.

The same radius shows why a single $p$ orbital will not do. A $p_z$ pair has $\tau=1.579$ on its axis and 3.313 in its equatorial plane, while one third of the full shell is 2.735, all in hartree/bohr³.

The two $2p$ terms change with radius as follows, again in hartree/bohr³:

| $r$ (bohr) | derivative | centrifugal |
|---:|---:|---:|
| 0.1 | 21.813 | 143.571 |
| 0.3 | 0.276 | 27.752 |
| 0.5 | 1.579 | 6.625 |
| 1.0 | 0.467 | 0.330 |

Three features follow from the formula.

- **Near the nucleus.** A regular $p$ function behaves as $R\approx ar$. Then $(R')^2=a^2$ and $2R^2/r^2=2a^2$, so the centrifugal term is twice the derivative term. The calculated ratio at $r=0.0001$ bohr is 2.0000, but a sum of $p$ Gaussians has no $r^2$ term, so this basis reaches the limit too early. For a point nucleus, put $R=ar+br^2$ in the radial equation: the terms of order $r^0$ give $-2b-Za=0$, so $R\approx ar(1-Zr/2)$, $R'\approx a(1-Zr)$, and the ratio is about $2(1+Zr)=2.002$ at this radius for $Z=10$. The shell has zero density at the nucleus but a nonzero $\tau$.
- **At the peak of $|R_{2p}|$.** This lies at $r=0.2549$ bohr. There $R'=0$, so your original formula gives zero. The centrifugal term gives 39.33 hartree/bohr³. The small derivative term at 0.3 bohr reflects the nearby peak.
- **Far outside.** If $R$ decays approximately as $e^{-\kappa r}$, the ratio of centrifugal to derivative term is about $2/(\kappa r)^2$, which tends to zero. The derivative term is already the larger one at 1.0 bohr.

Integrating each term over space gives these energies in hartree:

| shell | derivative | centrifugal | sum |
|---|---:|---:|---:|
| $1s$ | 92.538 | 0 | 92.538 |
| $2s$ | 10.428 | 0 | 10.428 |
| $2p$ | 7.229 | 18.353 | 25.582 |

With one more digit, to avoid rounding trouble, the total is

$$
T=92.5376+10.4275+25.5819=128.5470\ \text{hartree},
$$

or 3497.9 eV. This agrees with the kinetic-energy matrix. Your missing energy is the centrifugal entry:

$$
128.547-110.194=18.353\ \text{hartree}.
$$

It is 14.3% of the total kinetic energy and, from $18.353/25.582$, about 72% of the $2p$ part. For a $1s^2$ core alone, these Hartree–Fock orbitals give 92.538 hartree. The core orbitals of a PAW dataset come from its own atomic calculation, so compare the integral of its core $\tau$ with the expectation value of $-\frac12\nabla^2$ in those orbitals rather than with this number. If that atomic calculation is relativistic, the integral is not the relativistic kinetic energy. For a hydrogen-like Dirac $1s^2$ pair, the normalised large component gives 100.54 hartree against a relativistic kinetic energy of 100.40 hartree at $Z=10$, and 945.9 against 933.7 hartree at $Z=30$.

### A second check: the virial theorem

The agreement with the kinetic matrix tests the formula and the integration. The total energy provides a check on the orbitals as well. Replace every orbital by $\eta^{3/2}\psi(\eta\mathbf r)$, which preserves orthonormality. Two derivatives multiply the kinetic energy by $\eta^2$. All the potential energies in the atom are Coulombic, including exchange, and scale as $1/\text{length}$, so their sum $V$ is multiplied by $\eta$:

$$
E(\eta)=\eta^2T+\eta V .
$$

The exact Hartree–Fock orbitals make the energy stationary, so $dE/d\eta=0$ at $\eta=1$. This gives $2T+V=0$, and hence $E=T+V=-T$.

A finite basis does not contain all the scaled orbitals, so the equality is approximate. Here $-E=128.54708$ hartree and $T=128.54703$ hartree, a difference of about $5\times10^{-5}$ hartree. This shows that the orbitals are nearly stationary under uniform scaling. That is a necessary condition, not a proof of basis completeness: a small basis with an optimised overall scale would also satisfy it. It says nothing about the relativistic and correlation effects that the model omits.

### Where to be careful

**Open shells.** If some $m$ values are empty, the angular sums above do not apply, and $\tau$ generally depends on direction. If an atomic code deliberately spreads $f$ electrons evenly over all $m$ and both spins, replace the prefactor $(2l+1)/(4\pi)$ by $f/(8\pi)$. For $f=2(2l+1)$ this returns the closed-shell result.

**Gaussian orbitals at the nucleus.** For an $s$ orbital and a point nucleus of charge $Z$, the terms proportional to $1/r$ in the radial Hartree–Fock equation must cancel as $r\to0$:

$$
-\frac{R'(0)}r-\frac{ZR(0)}r=0
\quad\Longrightarrow\quad R'(0)=-ZR(0).
$$

The true $s$ contribution to $\tau$ at the nucleus is therefore nonzero. But an $s$ Gaussian $e^{-ar^2}$ has zero slope at $r=0$, and so does any finite sum of them. Do not use this basis to read off the $s$ part of $\tau$ at the nucleus itself. The integrated energy is much less sensitive, because the volume element contains $r^2$.

**The radial grid.** On a logarithmic grid $r=e^x$, remember that $dr=r\,dx$. The integral becomes

$$
T_{nl}=4\pi\int\tau_{nl}(r)\,r^3\,dx .
$$

If you use the $u$ form for an $s$ shell, start the grid very close to zero. Its integrand tends to $R(0)^2$, so leaving out the interval from 0 to $r_0$ loses about $r_0R(0)^2$. In the $R$ form the integrand contains $r^2$, and the corresponding loss is of order $r_0^3$.

For your code, then, keep $R'$ in the derivative term, add $l(l+1)R^2/r^2$, and check each shell separately before adding them. The numerical check below does this, and also compares the radial formula with Cartesian orbital gradients at 60 points in space.

## Computed results

```
Neon, restricted Hartree-Fock, Hartree atomic units
basis: 22 s and 13 p radial functions
s exponents: 0.10 to 1.552e+06 bohr^-2
p exponents: 0.07 to 8.999e+02 bohr^-2
Angular sums: l, sum |Y|^2, sum |grad_Omega Y|^2 (no unit)
  0  0.079577  0.000000
  1  0.238732  0.477465
  2  0.397887  2.387324
  3  0.557042  6.684508
tau in hartree/bohr^3; r in bohr
  r     1s         2s         2p deriv   2p centrif total
  0.1 3865.18033  303.10277   21.81338  143.57149 4333.66796
  0.3   79.42130    8.02497    0.27646   27.75187  115.47460
  0.5    1.86352    0.03813    1.57910    6.62523   10.10598
  1.0    0.00029    0.25016    0.46684    0.33010    1.04738
2p at r = 0.5 bohr: R = -1.862515 bohr^-3/2
2p at r = 0.5 bohr: dR/dr = 2.571870 bohr^-5/2
p_z pair, on axis: tau = 1.579099 hartree/bohr^3
p_z pair, in plane: tau = 3.312615 hartree/bohr^3
one third of 2p shell: tau = 2.734776 hartree/bohr^3
2p centrifugal/derivative at r = 0.0001 bohr: 2.0000
maximum of R_2p: r = 0.25486 bohr
2p tau there: 39.33345 hartree/bohr^3
1s at r = 0.1 bohr, correct tau: 3865.18033 hartree/bohr^3
1s there, du/dr used wrongly: 3.20927 hartree/bohr^3
Kinetic energies in hartree
  shell derivative  centrifugal sum         matrix      u form
  1s    92.537644    0.000000   92.537644   92.537644   92.537644
  2s    10.427530    0.000000   10.427530   10.427530   10.427530
  2p     7.229022   18.352832   25.581854   25.581854   25.581854
total from tau: 128.547028 hartree = 3497.94 eV
total from density matrix: 128.547028 hartree
minus total energy: 128.547079 hartree
without centrifugal term: 110.194196 hartree
centrifugal share of total: 14.277 percent
largest relative tau error at 60 points: 6.3e-09
```
